Two-beam electron channelling and impurity sites from characteristic X-rays, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Where the electrons go

Q: You claim that tilting a crystal by a few milliradians decides whether a fast electron travels on the atomic planes or between them. The electron has 200 keV and the crystal potential is a few electronvolts. How can so weak a potential matter?

A: The potential competes with the motion across the planes, not with the whole energy. Let the planes repeat with period d along x, and let g = 2π/d. Near the Bragg condition the electron's wavenumber across the planes is about g/2. For d = 0.29 nm at 200 keV, the kinetic energy of that motion, ħ²(g/2)²/(2γm), is about 3.2 eV. Here m is the electron mass and γ = 1.3914 is the relativistic mass factor. A potential of a few electronvolts can rearrange such a slow motion completely, provided that the crystal is thick enough.

Q: Then write down the equation, including the relativistic correction.

A: I use Hartree atomic units for the derivation and laboratory units for numbers. Leaving out spin, the relation between energy and momentum in a potential V is

(E − V)² = p²c² + c⁴,

where E includes the rest energy and E/c² = γ. Expanding the square gives

p² = (E²/c² − c²) − 2γV + V²/c².

The first bracket is k², the squared wavenumber of the free electron. The last term is negligible because V is tiny compared with E. Replacing p² by −∇² gives

∇²ψ + (k² + U)ψ = 0, U = −2γV.

Attractive regions have U > 0. The constant part of U is absorbed into k².

Q: What do you assume about the crystal?

A: The planes stand perpendicular to the entrance surface, which is the symmetric Laue geometry, and z is the depth below that surface. The origin x = 0 lies on a set of planes about which the potential is symmetric. I keep its first harmonic:

U(x) = U_g (e^{igx} + e^{−igx}) = 2U_g cos gx, U_g > 0.

The choice U_g > 0 says that the planes at x = 0 are the attractive ones. For now there is no absorption. I also keep two beams, the direct one and one diffracted beam:

ψ = φ0(z) e^{ik·r} + φg(z) e^{i(k+g)·r}.

This last assumption is the most doubtful one, and it will have to be paid for later.

Q: Show me how the amplitudes are coupled.

A: The vector g has no z component, so both waves have the same k_z. Differentiating each product twice gives

∇²[φ0 e^{ik·r}] = (φ0″ + 2ik_z φ0′ − k² φ0) e^{ik·r},

∇²[φg e^{i(k+g)·r}] = (φg″ + 2ik_z φg′ − |k+g|² φg) e^{i(k+g)·r}.

In the product Uψ, the factor e^{−igx} turns the diffracted wave into the direct one, and e^{igx} does the reverse. The two remaining products belong to the beams −g and 2g, which are dropped. The angles are milliradians, so k_z ≈ k. If the amplitudes change slowly, the second derivatives can be dropped as well. Collecting the terms of each wave gives

2ik φ0′ + U_g φg = 0,

2ik φg′ + (k² − |k+g|²) φg + U_g φ0 = 0.

Divide by 2ik and use −1/i = i:

φ0′ = iκ φg,

φg′ = i(κ φ0 + σ φg),

κ = U_g/(2k), σ = (k² − |k+g|²)/(2k).

The extinction distance ξ is defined by κ = π/ξ. In ordinary units the potential is −2V_g cos gx with V_g = πħ²k/(γmξ). I shall use the round value ξ = 180 nm, which corresponds to V_g = 2.39 eV. This is a Fourier coefficient; the wells are 2V_g, or about 4.8 eV, deep when measured from the mean potential.

Q: You dropped second derivatives over a path of tens of thousands of electron wavelengths. Small errors in phase accumulate.

A: They can be computed. Let λ be an eigenvalue of the coupling matrix of the two equations, so that the approximate solution varies as e^{iλz}. With the second derivative kept, the solution is e^{iνz}, where

−ν² − 2kν + 2kλ = 0,

ν = √(k² + 2kλ) − k ≈ λ − λ²/(2k).

The phase error after thickness t is therefore about λ²t/(2k). For the larger eigenvalue at the tilt used below and t = 150 nm it is 5.3×10⁻⁵ rad, which is harmless.

Q: What does σ mean, and which sign belongs to which tilt? A sign error here would exchange the planes and the gaps.

A: Let k_z′ = √(k² − (k_x+g)²) be the z component that an electron of the correct energy would have in the diffracted direction. Then

k² − |k+g|² = k_z′² − k_z² = (k_z′ + k_z)(k_z′ − k_z) ≈ 2k(k_z′ − k_z).

Thus σ = k_z′ − k_z. It is the distance along z from the reciprocal-lattice point to the Ewald sphere, and it is positive when the point lies inside the sphere. The usual deviation parameter is s = σ/(2π).

Now let the beam come in at angle θ to the planes, with k_x = −k sin θ. Since |k+g|² = k² + 2g k_x + g²,

σ = (2kg sin θ − g²)/(2k) = g(sin θ − sin θ_B), sin θ_B = g/(2k).

So s > 0 means an incidence angle larger than the Bragg angle θ_B, and s < 0 means a smaller one. For a small tilt δθ past the Bragg angle, σ ≈ g δθ. The convenient dimensionless deviation is

w = sξ = σξ/(2π) = ξ δθ/d, so that σ = 2κw.

For the example, θ_B = 4.324 mrad, and |w| = 1 needs a tilt of 0.29/180 = 1.611 mrad. Computing the distance to the sphere without the small-angle steps, at tilts of ±1.611 mrad, returns w = ±1 to within 0.002.

Q: Before you solve for the beams, tell me why the sign of w should matter to the density. Both signs are equally far from the Bragg condition.

A: Look at the waves that travel through the crystal without changing shape. They are the eigenvectors (a, b) of

M = [[0, κ], [κ, 2κw]].

The condition det(M − λ) = 0 reads λ² − 2κwλ − κ² = 0, so

λ± = κ(w ± R), R = √(1 + w²).

The first row, κb = λa, gives b/a = w ± R. Since R > |w|, the state with the upper sign has its two beams in phase at x = 0, and the other has them in antiphase. Normalization, a² + b² = 1, requires

a² = 1/[1 + (w ± R)²].

The denominator is 1 + w² + R² ± 2wR = 2R(R ± w). Because (R + w)(R − w) = 1,

a² = (R ∓ w)/(2R) = ½(1 ∓ w/R).

The density of one such state is |a + b e^{igx}|² = 1 + 2ab cos gx. Here

2ab = 2a²(w ± R) = (R ∓ w)(w ± R)/R = ±1/R.

The in-phase state has density 1 + cos gx/R, with its peak on the attractive planes. The other has 1 − cos gx/R, with its peak midway between them.

Q: So both kinds of wave exist at either tilt. What chooses between them?

A: The entrance surface does. There the wave is purely the direct beam, the vector (1, 0), so the weight of each state is its a²:

P₊ = ½(1 − w/R), P₋ = ½(1 + w/R).

For w = −1 the state peaked on the planes has weight 0.8536. For w = +1 it has 0.1464. Below the Bragg angle the transverse wavenumber is smaller than g/2, so the electron enters with less transverse energy and mostly fills the state concentrated in the potential wells. Above the Bragg angle it mostly fills the state that avoids them.

If interference between the two states is ignored, the density is the weighted sum

1 + (P₊ − P₋) cos gx/R = 1 − [w/(1+w²)] cos gx.

Q: You can't simply ignore interference. Both states start from the same coherent wave.

A: It must be kept at finite thickness. Let Ω = κR, so that λ± = κw ± Ω. The amplitudes follow by adding the two states:

φ0 = P₊ e^{iλ₊z} + P₋ e^{iλ₋z}
= e^{iκwz} [cos Ωz + i(P₊ − P₋) sin Ωz]
= e^{iκwz} [cos Ωz − i(w/R) sin Ωz].

In φg each state enters with the product ab = ±1/(2R):

φg = e^{iκwz} (e^{iΩz} − e^{−iΩz})/(2R) = e^{iκwz} (i/R) sin Ωz.

At z = 0 these give 1 and 0, as required. Their intensities add up to

cos² Ωz + (w²/R²) sin² Ωz + (1/R²) sin² Ωz = 1,

so no electrons are lost.

Q: And the density at depth z?

A: It is |φ0|² + |φg|² + 2 Re(φ0* φg e^{igx}). The common phase cancels in the product:

φ0* φg = [cos Ωz + i(w/R) sin Ωz] (i/R) sin Ωz
= (i/R) sin Ωz cos Ωz − (w/R²) sin² Ωz.

Multiply by e^{igx} = cos gx + i sin gx, take the real part and double it:

|ψ|² = 1 − (2w/R²) sin² Ωz cos gx − (1/R) sin 2Ωz sin gx.

The two depth averages needed are

(1/t) ∫₀ᵗ 2 sin² Ωz dz = 1 − sin(2Ωt)/(2Ωt),

(1/t) ∫₀ᵗ sin 2Ωz dz = [1 − cos(2Ωt)]/(2Ωt) = sin²(Ωt)/(Ωt).

The thickness-averaged density is therefore

ρ(x) = 1 − C cos gx − S sin gx,

C = [w/(1+w²)] [1 − sin(2Ωt)/(2Ωt)],

S = sin²(Ωt)/(Ωt √(1+w²)).

Q: Could the oscillating factor in C reverse the effect at an unlucky thickness?

A: No. With u = 2Ωt > 0 we have sin u < u, so the bracket is positive at every thickness. Since Ω depends on w², the bracket does not change when w is reversed. Within this model C is odd in w, and the excess on the planes changes sign without changing size.

Q: But S is even in w. So the profile does not simply turn upside down.

A: Correct. Replace x by d/2 − x instead. The cosine changes sign and the sine does not, so

ρ(x; −w) = ρ(d/2 − x; w).

Reversing the tilt reflects the profile about x = d/4 and thereby exchanges plane and midplane. The sine term vanishes at both positions. It does move the maximum slightly. In the example at w = −1, C = −0.4392 and S = 0.0540, so the peak lies where tan gx = −0.0540/0.4392 = −0.123. That is about 0.006 nm from the plane.

Q: How thick must the crystal be?

A: For small u, 1 − sin u/u ≈ u²/6. With u = 2πRt/ξ the factor R² cancels:

C ≈ (w/R²)(4π²R²t²/6ξ²) = (2π²/3) w t²/ξ².

Thin films respond weakly. At |w| = 1, |C| is 0.0774 for t = 20 nm and 0.4392 for t = 150 nm. In the thick limit |C| = |w|/(1+w²). Its derivative for positive w, (1−w²)/(1+w²)², vanishes at w = 1, where |C| = 0.5.

Q: Then |w| = 1 is the best setting for your film?

A: Not quite. The bracket also depends on w. At 150 nm the best value is |w| = 1.661. There R = 1.939 and u = 2π × 1.939 × 150/180 = 10.15, where the sine is negative and raises the bracket above one. The result is |C| ≈ 0.47 instead of 0.44. I keep |w| = 1 because the gain is small and belongs to this one thickness.

Q: Has the density formula been compared with anything other than your own algebra?

A: Yes, with a wave propagated numerically in real space, without choosing two beams. To isolate the algebra, g²/(2k) was made 50 times larger, so that the other beams were far from their Bragg conditions, and the potential had its first harmonic alone. For w = ±1 and t = 150 nm the largest difference over the whole profile was 0.0054 of the incident density. This confirms the formula in its own regime. It does not show that a real row of reflections has two beams.

## Part 2. From density to impurity sites

Q: Restate what you are taking over, so that I can judge the rest separately.

A: The planes repeat with period d along x, g = 2π/d, the film has thickness t, and ξ is the extinction distance. The deviation w is positive when the incidence angle exceeds the Bragg angle. For two beams without absorption, the thickness-averaged density relative to the incident beam is

ρ(x) = 1 − C cos gx − S sin gx.

C is odd in w and has the sign of w, while S is even. Thus w < 0 puts density on the attractive planes at gx = 0, and w > 0 puts it at gx = π. The example has d = 0.29 nm, ξ = 180 nm, t = 150 nm, a 200 keV beam and w = ±1, for which |C| = 0.4392. From here on C denotes this positive size, and superscripts − and + denote the sign of w.

Q: In a compound the "gap" isn't empty. What sits there?

A: The other host element, and the method depends on it. Let host A occupy the planes gx = 0 and host B the planes gx = π. An example is the zinc-blende structure viewed through its 200 reflection. With A at (0,0,0) and B at (¼,¼,¼) in units of the cubic cell edge, the phase of B is 2π × 2 × ¼ = π. The condition U_g > 0 means that A is the stronger scatterer. If B were stronger, w < 0 would favour B instead.

Q: How do X-rays report the density?

A: A fast electron that removes an inner-shell electron can cause the atom to emit an X-ray characteristic of its element. The count is proportional to the electron density at those atoms, but blurred. One cause is thermal motion. If the displacement δ along x is Gaussian with root-mean-square value u_T, completing the square in the exponent gives

⟨e^{igδ}⟩ = exp(−g²u_T²/2).

The average of sin gδ is zero. For the rough room-temperature value u_T = 0.010 nm the factor is 0.9768. The other cause is that an electron can ionize an atom while passing at some distance. Let h_i be the combined factor by which these effects reduce the cosine for element i, and let q_i = ⟨cos gx⟩ over its rest positions. If the sine averages to zero over those positions, then at equal electron dose

N_i⁻ = K_i(1 + C h_i q_i),

N_i⁺ = K_i(1 − C h_i q_i).

K_i contains the number of atoms, the ionization probability, the X-ray yield and the detector efficiency.

Q: You know none of the factors in K_i well.

A: They cancel in the asymmetry

a_i = (N_i⁻ − N_i⁺)/(N_i⁻ + N_i⁺) = 2K_i C h_i q_i/(2K_i) = C h_i q_i.

The dose does not cancel if it differs between the two tilts, so it must be equal or corrected. The hosts have q_A = 1 and q_B = −1. Let a fraction f of the impurity X sit on A sites and 1 − f on B sites. Then

q_X = f − (1 − f) = 2f − 1.

If the three responses are equal to h,

a_A = Ch, a_B = −Ch, a_X = Ch(2f − 1),

(a_X − a_B)/(a_A − a_B) = Ch(2f − 1 + 1)/(2Ch) = f.

The two hosts calibrate the contrast, so C and h need not be known.

Q: Put numbers in.

A: Take f = 0.80 and thermal blurring alone. Then a_A = 0.4392 × 0.9768 = 0.4290 and a_B = −0.4290. The impurity gives a_X = 0.60 × 0.4290 = 0.2574. The formula returns

f = (0.2574 + 0.4290)/(0.4290 + 0.4290) = 0.8000.

In the two-beam model without absorption, the sign of the tilt from the Bragg condition decides which host planes the electrons favour, and the two hosts calibrate the X-ray asymmetry that gives the impurity's site fraction. What remains is to test this against interstitial sites, counting statistics, additional beams, absorption, unequal X-ray responses and the limits of a real experiment.
